# Quantum capacitance from particle-number fluctuations: test program

```python
# RESULT UNDER TEST: for noninteracting electrons at fixed electrostatic potential,
#   C_Q = e^2 d<N>/dmu = e^2 Var(N)/(kT),   Var(N) = sum_i f_i (1 - f_i).
# N: electron number, mu: electrochemical potential, f_i: Fermi occupation,
# kT: thermal energy.  Energies in eV, lengths in nm unless a name says otherwise.
# Also tested: the two-dimensional subband formula, the series law when a gate
# lets the potential respond, and the extra variance of an open subregion.
from functools import reduce
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit, ellipkm1

e = sc.e
kB = sc.k / e                              # eV/K
hb2 = sc.hbar**2 / sc.m_e / e * 1e18       # hbar^2/m_e in eV nm^2
eps0_nm = sc.epsilon_0 * 1e-9              # F/nm
to_uF_cm2 = 1e20                           # F/nm^2 -> uF/cm^2


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---------- many-body test in the complete Fock space of six orbitals ----------
sites, kT_m, mu_m = 6, 0.4, 0.2            # dimensionless model energies
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
string, one = np.diag([1.0, -1.0]), np.eye(2)
c = [reduce(np.kron, [string] * i + [lower] + [one] * (sites - i - 1))
     for i in range(sites)]
rng = np.random.default_rng(4)
h = rng.normal(size=(sites, sites))
h = (h + h.T) / 2
H_free = sum(h[i, j] * c[i].T @ c[j] for i in range(sites) for j in range(sites))
num = [a.T @ a for a in c]
N_all, N_part = sum(num), sum(num[:3])
H_int = H_free + 0.8 * sum(num[i] @ num[i + 1] for i in range(sites - 1))


def moments(H, mu, op):
    w, v = np.linalg.eigh(H - mu * N_all)
    p = np.exp(-(w - w.min()) / kT_m)
    rho = (v * (p / p.sum())) @ v.T
    mean = np.trace(rho @ op)
    return mean, np.trace(rho @ op @ op) - mean**2


def response(H, op, d=1e-4):
    return (moments(H, mu_m + d, op)[0] - moments(H, mu_m - d, op)[0]) / (2 * d)


var_fock = moments(H_free, mu_m, N_all)[1]
slope_fock = response(H_free, N_all)
levels, orbitals = np.linalg.eigh(h)
occ = expit((mu_m - levels) / kT_m)
assert close(var_fock / kT_m, slope_fock, 1e-6)
assert close(var_fock, np.sum(occ * (1 - occ)), 1e-9)
# The variance-response identity survives interactions that conserve N.
var_int = moments(H_int, mu_m, N_all)[1]
slope_int = response(H_int, N_all)
assert close(var_int / kT_m, slope_int, 1e-6)
# A subregion number does not commute with H and has extra variance.
f_mat = (orbitals * occ) @ orbitals.T
P = np.diag([1.0] * 3 + [0.0] * 3)
extra_fock = np.trace(P @ f_mat @ (np.eye(sites) - P) @ f_mat)
var_part = moments(H_free, mu_m, N_part)[1]
slope_part = response(H_free, N_part)
assert extra_fock > 1e-3
assert close(var_part, kT_m * slope_part + extra_fock, 1e-6)

# ---------- example: one subband of a III-V quantum-well channel ----------
mass, well, L, W = 0.05, 10.0, 50.0, 200.0
mu, T = 0.10, 300.0                        # mu measured from the subband bottom
t_ins, k_ins, k_semi = 4.0, 10.0, 13.0
kT, area = kB * T, L * W
D = mass / (np.pi * hb2)                   # states/(eV nm^2), both spins


def density(m, temp):
    return kB * temp * D * np.logaddexp(0, m / (kB * temp))


def dn_dmu(m, temp):
    return D * expit(m / (kB * temp))


# Explicit momentum sums in a large periodic square against the subband formulas.
# At 77 K the finite square leaves a residue of order 1e-6, hence the looser bound.
side = 400.0
q = 2 * np.pi / side * np.arange(-100, 101)
E_square = hb2 / (2 * mass) * (q[:, None]**2 + q[None, :]**2)
for m_t, T_t, tol in [(mu, T, 1e-8), (mu, 77.0, 1e-4), (-0.2, T, 1e-8)]:
    f = expit((m_t - E_square) / (kB * T_t))
    n_sum = 2 * f.sum() / side**2
    var_sum = 2 * (f * (1 - f)).sum() / side**2
    assert close(n_sum, density(m_t, T_t), tol)
    assert close(var_sum, kB * T_t * dn_dmu(m_t, T_t), tol)
dilute_ratio = var_sum / n_sum
assert close(dilute_ratio, 1.0, 1e-3)

n = density(mu, T)
N_mean = n * area
var0 = kT * dn_dmu(mu, T) * area
CQ = e * dn_dmu(mu, T) * to_uF_cm2
CQ_dilute = e * n / kT * to_uF_cm2
var77 = kB * 77 * dn_dmu(mu, 77.0) * area
CQ77 = e * dn_dmu(mu, 77.0) * to_uF_cm2

# ---------- closed channel with hard walls: full number distribution ----------
nx, ny = np.arange(1, 26), np.arange(1, 101)
E_box = (hb2 * np.pi**2 / (2 * mass)
         * ((nx[:, None] / L)**2 + (ny[None, :] / W)**2)).ravel()


def box_number(m):
    return 2 * expit((m - E_box) / kT).sum()


prob = np.zeros(601)
prob[0] = 1.0
for f_level in np.repeat(expit((mu - E_box) / kT), 2):
    shifted = np.concatenate(([0.0], prob[:-1]))
    prob = (1 - f_level) * prob + f_level * shifted
counts = np.arange(prob.size)


def mean_var(p):
    p = p / p.sum()
    mean = p @ counts
    return mean, p @ (counts - mean)**2


N_box, var_box = mean_var(prob)
step = 1e-4
slope_box = (box_number(mu + step) - box_number(mu - step)) / (2 * step)
assert close(prob.sum(), 1.0, 1e-10)
assert close(var_box / kT, slope_box, 1e-4)

# Gate coupling: charging energy U (N-N_box)^2/2, charge at the middle of the well.
Cg = eps0_nm / (t_ins / k_ins + well / 2 / k_semi)       # F/nm^2
U = e / (Cg * area)                                      # eV
var_gate = mean_var(prob * np.exp(-U * (counts - N_box)**2 / (2 * kT)))[1]
C_box = e * slope_box                                    # F
C_series = C_box * Cg * area / (C_box + Cg * area)
C_from_var = e * var_gate / kT
# The series law assumes a Gaussian distribution; small higher cumulants remain.
assert close(C_from_var, C_series, 1e-3)
assert var_gate < 0.7 * var_box

# ---------- open ends: a strip of length L inside an unbounded sheet ----------
dk, dx = 0.01, 0.5
k = dk * np.arange(-150, 151)
f_k = expit((mu - hb2 / (2 * mass) * (k[:, None]**2 + k[None, :]**2)) / kT)
sep = dx * np.arange(401)
rho_ky = np.cos(np.outer(sep, k)) @ f_k * dk / (2 * np.pi)
pair = (rho_ky**2).sum(axis=1) * dk / (2 * np.pi)
inside = np.arange(100)
outside = np.concatenate((np.arange(-300, 0), np.arange(100, 400)))
extra_open = 2 * W * dx**2 * pair[abs(inside[:, None] - outside)].sum()
pair_in = 2 * W * dx**2 * pair[abs(inside[:, None] - inside)].sum()
n_k = 2 * f_k.sum() * (dk / (2 * np.pi))**2
var_open = n_k * area - pair_in
assert close(var_open, var0 + extra_open, 1e-3)

# ---------- nonparabolic band: eps (1 + alpha eps) = hbar^2 k^2 / 2m ----------
alpha = 1.0                                              # 1/eV


def n_nonpar(m):
    def integrand(p):
        kin = hb2 * p * p / (2 * mass)
        eps = (np.sqrt(1 + 4 * alpha * kin) - 1) / (2 * alpha)
        return p / np.pi * expit((m - eps) / kT)
    return quad(integrand, 0, 2.5, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


slope_np = (n_nonpar(mu + 1e-3) - n_nonpar(mu - 1e-3)) / 2e-3
assert close(slope_np, dn_dmu(mu, T) + 2 * alpha * n, 1e-3)
change_np = slope_np / dn_dmu(mu, T) - 1

# ---------- bare exchange in an ideal sheet at zero temperature ----------
coul = e / (4 * np.pi * sc.epsilon_0 * k_semi) * 1e9     # eV nm
kF = np.sqrt(2 * np.pi * n)


def exchange_mu(dens):
    p = np.sqrt(2 * np.pi * dens)
    val = quad(lambda s: s * ellipkm1(((p - s) / (p + s))**2) / (p + s),
               0, p, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    return -2 / np.pi * coul * val


slope_x = (exchange_mu(1.01 * n) - exchange_mu(0.99 * n)) / (0.02 * n)
assert close(slope_x, -2 * coul / kF, 1e-4)
change_x = 1 / (1 + D * slope_x) - 1

# ---------- remaining neglected effects ----------
gap = 3 * np.pi**2 * hb2 / (2 * mass * well**2)
change_sub2 = dn_dmu(mu - gap, T) / dn_dmu(mu, T)
CQ360 = e * dn_dmu(mu, 360.0) * to_uF_cm2
var360 = kB * 360 * dn_dmu(mu, 360.0) * area
field = e * n * 1e18 / (sc.epsilon_0 * k_ins) / 1e8      # MV/cm
barrier, m_ins = 2.0, 0.2                                # eV, electron masses
decay = np.sqrt(2 * m_ins * barrier / hb2)
attempt = hb2 * np.pi / (mass * well) / (2 * well)       # hbar * attempt rate, eV
leak_width = attempt * np.exp(-2 * decay * t_ins)
assert leak_width < 1e-6 * kT

print(f"Fock model: kT, mu = {kT_m}, {mu_m} (model units)")
print(f"Fock free: Var/kT, dN/dmu = {var_fock/kT_m:.6f}, {slope_fock:.6f}")
print(f"Fock interacting: Var/kT, dN/dmu = {var_int/kT_m:.6f}, {slope_int:.6f}")
print(f"Fock half: Var = {var_part:.6f}")
print(f"Fock half: kT dN/dmu, extra = {kT_m*slope_part:.6f}, {extra_fock:.6f}")
print(f"Effective mass = {mass} m_e; well = {well} nm")
print(f"Channel length, width = {L}, {W} nm")
print(f"mu - E1 = {mu:.3f} eV; T = {T:.0f} K")
print(f"kT = {kT:.5f} eV; eta = {mu/kT:.4f}")
print(f"Density of states = {D*1e14:.4e} 1/(eV cm2)")
print(f"Occupation at subband bottom = {expit(mu/kT):.5f}")
print(f"Sheet density = {n*1e14:.4e} 1/cm2")
print(f"Mean electron number = {N_mean:.2f}")
print(f"Var(N) = {var0:.3f}; rms = {np.sqrt(var0):.3f} electrons")
print(f"Var(N)/N = {var0/N_mean:.4f}")
print(f"C_Q per area = {CQ:.4f} uF/cm2")
print(f"C_Q of channel = {e*var0/kT*1e15:.4f} fF")
print(f"Degenerate limit e2 D = {e*D*to_uF_cm2:.4f} uF/cm2")
print(f"Dilute formula e2 n/kT = {CQ_dilute:.3f} uF/cm2")
print(f"Dilute test, mu-E1=-0.2 eV: Var/N = {dilute_ratio:.6f}")
print(f"At 77 K: Var(N) = {var77:.3f}; C_Q = {CQ77:.4f} uF/cm2")
print(f"Hard walls: N = {N_box:.2f}; Var(N) = {var_box:.3f}")
print(f"Hard walls: Var/kT = {var_box/kT:.3f} 1/eV")
print(f"Hard walls: dN/dmu = {slope_box:.3f} 1/eV")
print(f"Hard walls: change of C_Q = {100*(var_box/var0-1):.2f} %")
print(f"Insulator: {t_ins} nm, permittivity {k_ins}; well {k_semi}")
print(f"Gate capacitance = {Cg*to_uF_cm2:.4f} uF/cm2")
print(f"Charging energy U = {U*1e3:.4f} meV")
print(f"Hard walls + gate: Var(N) = {var_gate:.3f}")
print(f"Hard walls: rms without gate = {np.sqrt(var_box):.3f} electrons")
print(f"Hard walls: rms with gate = {np.sqrt(var_gate):.3f} electrons")
print(f"Hard walls: C_Q = {C_box*1e15:.4f} fF; C_g = {Cg*area*1e15:.4f} fF")
print(f"e2 Var/kT with gate = {C_from_var*1e15:.5f} fF")
print(f"Series capacitance = {C_series*1e15:.5f} fF")
print(f"Open ends: extra variance = {extra_open:.3f}")
print(f"Open ends: total variance = {var_open:.3f}")
print(f"Open ends: extra/Var(N) = {100*extra_open/var0:.2f} %")
print(f"Nonparabolicity {alpha} 1/eV: C_Q change = {100*change_np:.2f} %")
print(f"Fermi wavenumber at T=0 = {kF:.4f} 1/nm")
print(f"Exchange dmu/dn = {slope_x:.4f} eV nm2; 1/D = {1/D:.4f} eV nm2")
print(f"Bare exchange, T=0: C_Q change = {100*change_x:.2f} %")
print(f"Second subband: spacing = {gap:.4f} eV")
print(f"Second subband: C_Q change = {100*change_sub2:.3f} %")
print(f"At 360 K: C_Q = {CQ360:.4f} uF/cm2; Var(N) = {var360:.3f}")
print(f"Insulator field = {field:.3f} MV/cm")
print(f"Gate barrier = {barrier} eV; insulator mass = {m_ins} m_e")
print(f"Gate tunnelling width = {leak_width:.1e} eV (order only)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Fock model: kT, mu = 0.4, 0.2 (model units)
Fock free: Var/kT, dN/dmu = 1.041021, 1.041021
Fock interacting: Var/kT, dN/dmu = 1.202368, 1.202368
Fock half: Var = 0.390973
Fock half: kT dN/dmu, extra = 0.152870, 0.238104
Effective mass = 0.05 m_e; well = 10.0 nm
Channel length, width = 50.0, 200.0 nm
mu - E1 = 0.100 eV; T = 300 K
kT = 0.02585 eV; eta = 3.8682
Density of states = 2.0887e+13 1/(eV cm2)
Occupation at subband bottom = 0.97953
Sheet density = 2.0998e+12 1/cm2
Mean electron number = 209.98
Var(N) = 52.891; rms = 7.273 electrons
Var(N)/N = 0.2519
C_Q per area = 3.2779 uF/cm2
C_Q of channel = 0.3278 fF
Degenerate limit e2 D = 3.3464 uF/cm2
Dilute formula e2 n/kT = 13.014 uF/cm2
Dilute test, mu-E1=-0.2 eV: Var/N = 0.999782
At 77 K: Var(N) = 13.859; C_Q = 3.3464 uF/cm2
Hard walls: N = 182.61; Var(N) = 48.828
Hard walls: Var/kT = 1888.757 1/eV
Hard walls: dN/dmu = 1888.757 1/eV
Hard walls: change of C_Q = -7.68 %
Insulator: 4.0 nm, permittivity 10.0; well 13.0
Gate capacitance = 1.1285 uF/cm2
Charging energy U = 1.4198 meV
Hard walls + gate: Var(N) = 13.263
Hard walls: rms without gate = 6.988 electrons
Hard walls: rms with gate = 3.642 electrons
Hard walls: C_Q = 0.3026 fF; C_g = 0.1128 fF
e2 Var/kT with gate = 0.08220 fF
Series capacitance = 0.08220 fF
Open ends: extra variance = 8.590
Open ends: total variance = 61.481
Open ends: extra/Var(N) = 16.24 %
Nonparabolicity 1.0 1/eV: C_Q change = 20.53 %
Fermi wavenumber at T=0 = 0.3632 1/nm
Exchange dmu/dn = -0.6099 eV nm2; 1/D = 4.7878 eV nm2
Bare exchange, T=0: C_Q change = 14.60 %
Second subband: spacing = 0.2256 eV
Second subband: C_Q change = 0.786 %
At 360 K: C_Q = 3.2183 uF/cm2; Var(N) = 62.314
Insulator field = 0.380 MV/cm
Gate barrier = 2.0 eV; insulator mass = 0.2 m_e
Gate tunnelling width = 1.3e-13 eV (order only)
ALL CHECKS PASSED
```
